# Energy Conservation and Sub-Poisson Pair Numbers in an Electron Cascade: a numerical check

```python
"""
Result under test: in an energy-conserving electron cascade the number N of
electron-hole pairs per photon obeys Var N = Var R / I^2, where I is the energy
per pair and R the energy not spent on pairs. The Fano factor F = Var N / <N>
is below one exactly when Var R < I^2 <N>. Sibling electrons share a fixed
energy, so their pair counts are negatively correlated.
Model: an electron of energy E >= I ionizes with probability P_ION (E - I is
shared uniformly by two electrons) or loses EXC to an excitation. Below I it
makes no more pairs. Energies lie on a grid of spacing STEP. All energies in eV.
"""
import random
import numpy as np
from scipy import constants as sc
from scipy.stats import binom, poisson

PHOTON, ION, EXC, P_ION, STEP = 92.0, 10.0, 6.0, 0.7, 0.5
PRIMARY = PHOTON - ION
ion, exc, first = round(ION / STEP), round(EXC / STEP), round(PRIMARY / STEP)


def cascade(step, top_energy, p_ion=lambda energy: P_ION,
            losses=((1.0, EXC),), soft=False):
    """Distribution of further pairs for each starting energy on the grid."""
    threshold, top = round(ION / step), round(top_energy / step)
    size = top // threshold + 2
    sums = np.add.outer(np.arange(size), np.arange(size)).ravel()
    dist = np.zeros((top + 1, size))
    dist[:threshold, 0] = 1.0
    for e in range(threshold, top + 1):
        m = e - threshold
        k = np.arange(m + 1.0)
        weight = np.ones(m + 1)
        if soft:  # one of the two electrons is preferably slow
            weight = 1 / (k + threshold)**2 + 1 / (m - k + threshold)**2
        weight = weight / weight.sum()
        joint = (dist[:m + 1] * weight[:, None]).T @ dist[m::-1]
        p = p_ion(e * step)
        dist[e, 1:] = p * np.bincount(sums, joint.ravel())[:size - 1]
        for share, loss in losses:
            dist[e] += (1 - p) * share * dist[e - round(loss / step)]
    return dist


def moments(dist):
    n = np.arange(dist.shape[-1])
    mean = dist @ n
    return mean, dist @ n**2 - mean**2


def control_cascade(top):
    """Mean and variance when sibling energies are drawn independently."""
    mean, var = [0.0] * (top + 1), [0.0] * (top + 1)
    s1 = s2 = sv = 0.0
    for e in range(ion, top + 1):
        m = e - ion
        s1 += mean[m]
        s2 += mean[m]**2
        sv += var[m]
        a1, a2, av = s1 / (m + 1), s2 / (m + 1), sv / (m + 1)
        mu = P_ION * (1 + 2 * a1) + (1 - P_ION) * mean[e - exc]
        spread = 2 * (a2 - a1**2) + (1 + 2 * a1 - mu)**2
        var[e] = (P_ION * (2 * av + spread)
                  + (1 - P_ION) * (var[e - exc] + (mean[e - exc] - mu)**2))
        mean[e] = mu
    return np.array(mean), np.array(var)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


# Full distribution of the pair count
dist = cascade(STEP, 400.0)
mean, var = moments(dist)
n_cas, v_cas = mean[first], var[first]
pairs_mean = 1 + n_cas
fano = v_cas / pairs_mean
assert np.allclose(dist.sum(axis=1), 1)
assert np.all(np.diff(mean) > -1e-12)
per_photon = np.concatenate(([0.0], dist[first]))

# Separate simulation: tally the energy that is not spent on pairs
random.seed(12)
runs = 40000
counts, unspent = np.zeros(runs), np.zeros(runs)
for run in range(runs):
    stack, pairs, rest = [first], 1, 0
    while stack:
        e = stack.pop()
        if e < ion:
            rest += e
        elif random.random() < P_ION:
            k = int(random.random() * (e - ion + 1))
            stack += [k, e - ion - k]
            pairs += 1
        else:
            stack.append(e - exc)
            rest += exc
    counts[run], unspent[run] = pairs, rest * STEP
dev2 = (unspent - unspent.mean())**2
var_r, err_r = dev2.mean(), dev2.std() / np.sqrt(runs)
assert abs(counts.mean() - pairs_mean) < 5 * counts.std() / np.sqrt(runs)
assert abs(var_r / ION**2 - v_cas) < 5 * err_r / ION**2
assert fano < 1 and var_r < ION**2 * pairs_mean

# Variance as a sum over collisions; sibling covariance from the mean counts
visits = np.zeros(first + 1)
visits[first] = 1.0
part_ion = part_exc = cov_sum = ionizations = 0.0
for e in range(first, ion - 1, -1):
    m = e - ion
    a, b = mean[:m + 1], mean[m::-1]
    cov = np.mean(a * b) - a.mean() * b.mean()
    assert cov < 1e-12
    part_ion += visits[e] * P_ION * np.mean((1 + a + b - mean[e])**2)
    part_exc += visits[e] * (1 - P_ION) * (mean[e - exc] - mean[e])**2
    cov_sum += visits[e] * P_ION * cov
    ionizations += visits[e] * P_ION
    visits[:m + 1] += visits[e] * P_ION * 2 / (m + 1)
    visits[e - exc] += visits[e] * (1 - P_ION)
assert abs(ionizations - n_cas) < 1e-9
assert abs(part_ion + part_exc - v_cas) < 1e-9

# Correlation of the two counts after ionization by the primary electron
m = first - ion
joint = dist[:m + 1].T @ dist[m::-1] / (m + 1)
n = np.arange(dist.shape[1])
one = joint.sum(axis=1)
one_mean, one_var = moments(one)
sibling_cov = n @ joint @ n - one_mean**2
assert sibling_cov < 0

# Control without the sharing constraint
c_mean, c_var = control_cascade(200000)
assert np.allclose(c_mean[:len(mean)], mean)
assert abs(c_var[first] - v_cas + 2 * cov_sum) < 1e-9
c_fano = c_var / (1 + c_mean)
limit_ratio = c_var[-1] / c_mean[-1]**2
assert abs(limit_ratio - 0.5) < 0.01  # correction falls as log(E)/E
crossing = np.argmax(c_fano > 1) * STEP

# High-energy behaviour of the conserving cascade
i2, i3, i4 = (round(x / STEP) for x in (200, 300, 400))
W = 100.0 / (mean[i4] - mean[i3])
r = (1 - P_ION) / P_ION
offset = ION - W + r * EXC
assert abs(mean[i4] - (400 + offset) / W) < 1e-6
for k in (i2 - ion, (i4 - ion) // 2):  # two different energy splits
    change = 1 + mean[k] + mean[i4 - ion - k] - mean[i4]
    assert abs(change - r * EXC / W) < 1e-6
slope_v = (var[i4] - var[i3]) / 100
assert abs(slope_v - (var[i3] - var[i2]) / 100) < 1e-6
fano_limit = slope_v * W


def lost_primary(f):
    """Fano factor if the primary is lost before colliding, from the mixture."""
    mix = (1 - f) * per_photon
    mix[1] += f
    mu, v = moments(mix)
    formula = ((1 - f) * v_cas + f * (1 - f) * n_cas**2) / (1 + (1 - f) * n_cas)
    assert abs(v / mu - formula) < 1e-9
    return mu, v / mu


half_lost = lost_primary(0.5)
assert half_lost[1] > 1

# Noise in a small resist volume with random photon arrival
DOSE, ABSORB, CUBE, KEEP, FILM, PATH = 30.0, 5.0, 5.0, 0.5, 40.0, 1.0
photon_joule = PHOTON * sc.e
absorbed = DOSE * 1e-3 / 1e14 / photon_joule * ABSORB * 1e-3 * CUBE**3
size = len(per_photon)
kept = sum(per_photon[j] * binom.pmf(np.arange(size), j, KEEP)
           for j in range(size))
kept_mean, kept_var = moments(kept)
fano_kept = kept_var / kept_mean
assert abs(fano_kept - (1 - KEEP * (1 - fano))) < 1e-9
k_max = int(poisson.ppf(1 - 1e-14, absorbed)) + 5
total, power = np.zeros(k_max * (size - 1) + 1), np.array([1.0])
for k in range(k_max + 1):
    total[:len(power)] += poisson.pmf(k, absorbed) * power
    power = np.convolve(power, kept)
t_mean, t_var = moments(total)
assert abs(t_var / t_mean - (KEEP * pairs_mean + fano_kept)) < 1e-6
noise = np.sqrt(t_var) / t_mean
noise_poisson = np.sqrt((1 + 1 / (KEEP * pairs_mean)) / absorbed)

# Neglected effects, one at a time
variants = {}


def add_variant(name, **options):
    step = options.pop("step", STEP)
    mu, v = moments(cascade(step, PRIMARY, **options)[-1])
    variants[name] = (1 + mu, v / (1 + mu))


add_variant("grid step 0.25 eV", step=0.25)
add_variant("ionization probability rising over 10-20 eV",
            p_ion=lambda energy: P_ION * min(1.0, (energy - ION) / ION))
add_variant("slow secondaries preferred", soft=True)
add_variant("half of collisions vibrational, 0.5 eV each",
            p_ion=lambda energy: P_ION / 2,
            losses=(((1 - P_ION) / 2 / (1 - P_ION / 2), EXC),
                    (0.5 / (1 - P_ION / 2), 0.5)))
DEEP, DEEP_SHARE = 18.0, 0.3
deep = round((PHOTON - DEEP) / STEP)
mu, v = moments((1 - DEEP_SHARE) * dist[first] + DEEP_SHARE * dist[deep])
variants["30% of photons absorbed at 18 eV binding"] = (1 + mu, v / (1 + mu))
escape = PATH / (4 * FILM)  # isotropic emission, uniform depth, one surface
variants["primary escape through the surface"] = lost_primary(escape)
assert all(f < 1 for _, f in variants.values())

show("Photon energy used", PHOTON, "eV")
show("Photon energy at 13.5 nm", sc.h * sc.c / 13.5e-9 / sc.e, "eV")
show("Energy per pair I", ION, "eV")
show("Excitation loss", EXC, "eV")
show("Ionization probability", P_ION)
show("Energy grid step", STEP, "eV")
show("Primary electron energy", PRIMARY, "eV")
print("Probability of N pairs:", ", ".join(
    f"{j}: {x:.4f}" for j, x in enumerate(per_photon) if x > 5e-5))
show("Mean pairs per photon", pairs_mean)
show("Variance of pairs per photon", v_cas)
show("Fano factor", fano)
show("Simulated cascades", runs, "", 6)
show("Simulated mean unspent energy R", unspent.mean(), "eV")
show("Simulated variance of R", var_r, "eV^2", 3)
show("Standard error of that variance", err_r, "eV^2", 2)
show("Variance of R from I^2 Var N", ION**2 * v_cas, "eV^2")
show("Bound I^2 <N> for F = 1", ION**2 * pairs_mean, "eV^2")
show("Variance part from ionizing collisions", part_ion)
show("Variance part from excitations", part_exc)
show("Sibling covariance, first split at 82 eV", sibling_cov)
show("Sibling correlation coefficient", sibling_cov / one_var)
show("Control cascade variance", c_var[first])
show("Control cascade Fano factor", c_fano[first])
show("Variance removed by sibling correlation", -2 * cov_sum)
show("Electron energy where control F exceeds 1", crossing, "eV")
show("Control F at 1000 eV (formal limit study)", c_fano[round(1000 / STEP)])
show("Control variance/mean^2 at 100 keV (formal)", limit_ratio)
show("High-energy mean cost per pair W", W, "eV")
show("High-energy offset c", offset, "eV")
show("High-energy change per ionization", r * EXC / W)
show("High-energy change per excitation", -EXC / W)
show("High-energy Fano factor", fano_limit)
show("Mean pairs with half of primaries lost", half_lost[0])
show("Fano factor with half of primaries lost", half_lost[1])
show("Dose", DOSE, "mJ/cm2")
show("Absorption coefficient", ABSORB, "1/um")
show("Cube edge", CUBE, "nm")
show("Absorbed photons in cube", absorbed)
show("Probability q that a pair is kept", KEEP)
show("Fano factor of kept pairs", fano_kept)
show("Mean kept pairs in cube", t_mean)
show("Variance/mean of kept pairs in cube", t_var / t_mean)
show("Relative noise of kept pairs", 100 * noise, "%")
show("Relative noise if pairs per photon were Poisson", 100 * noise_poisson, "%")
show("Relative noise of photons alone", 100 / np.sqrt(absorbed), "%")
for name, (mu, f) in variants.items():
    print(f"Variant, {name}: mean {mu:.3f}, F {f:.4f}")
show("Primary free path assumed", PATH, "nm")
show("Primary escape probability", 100 * escape, "%", 3)
show("Film thickness", FILM, "nm")
show("Light left at film bottom", 100 * np.exp(-ABSORB * FILM * 1e-3), "%")
show("Thermal energy at 300 K", sc.k * 300 / sc.e, "eV", 3)
print("OK")
```

Output:

```
Photon energy used: 92 eV
Photon energy at 13.5 nm: 91.84 eV
Energy per pair I: 10 eV
Excitation loss: 6 eV
Ionization probability: 0.7
Energy grid step: 0.5 eV
Primary electron energy: 82 eV
Probability of N pairs: 2: 0.0001, 3: 0.0028, 4: 0.0472, 5: 0.2630, 6: 0.4584, 7: 0.2115, 8: 0.0169
Mean pairs per photon: 5.879
Variance of pairs per photon: 0.7434
Fano factor: 0.1264
Simulated cascades: 40000
Simulated mean unspent energy R: 33.21 eV
Simulated variance of R: 73.8 eV^2
Standard error of that variance: 0.51 eV^2
Variance of R from I^2 Var N: 74.34 eV^2
Bound I^2 <N> for F = 1: 587.9 eV^2
Variance part from ionizing collisions: 0.3211
Variance part from excitations: 0.4223
Sibling covariance, first split at 82 eV: -1.692
Sibling correlation coefficient: -0.8325
Control cascade variance: 5.402
Control cascade Fano factor: 0.9189
Variance removed by sibling correlation: 4.659
Electron energy where control F exceeds 1: 86.5 eV
Control F at 1000 eV (formal limit study): 26.1
Control variance/mean^2 at 100 keV (formal): 0.4982
High-energy mean cost per pair W: 16.09 eV
High-energy offset c: -3.514 eV
High-energy change per ionization: 0.1599
High-energy change per excitation: -0.373
High-energy Fano factor: 0.1409
Mean pairs with half of primaries lost: 3.44
Fano factor with half of primaries lost: 1.838
Dose: 30 mJ/cm2
Absorption coefficient: 5 1/um
Cube edge: 5 nm
Absorbed photons in cube: 12.72
Probability q that a pair is kept: 0.5
Fano factor of kept pairs: 0.5632
Mean kept pairs in cube: 37.39
Variance/mean of kept pairs in cube: 3.503
Relative noise of kept pairs: 30.61 %
Relative noise if pairs per photon were Poisson: 32.46 %
Relative noise of photons alone: 28.04 %
Variant, grid step 0.25 eV: mean 5.844, F 0.1255
Variant, ionization probability rising over 10-20 eV: mean 5.007, F 0.1266
Variant, slow secondaries preferred: mean 5.956, F 0.1239
Variant, half of collisions vibrational, 0.5 eV each: mean 5.617, F 0.1319
Variant, 30% of photons absorbed at 18 eV binding: mean 5.730, F 0.1351
Variant, primary escape through the surface: mean 5.849, F 0.1516
Primary free path assumed: 1 nm
Primary escape probability: 0.625 %
Film thickness: 40 nm
Light left at film bottom: 81.87 %
Thermal energy at 300 K: 0.0259 eV
OK
```
